Why Wall-Junction Energy Selects Stripes or a Honeycomb in Misfit Overlayers

**Q.** I have a hexagonal layer on a hexagonal substrate, slightly mismatched. In some pictures registry is lost through parallel walls that appear one by one, in others through a honeycomb that appears all at once. Where would a theorist begin?

**A.** With an energy that treats both on the same footing. Let u(r) be the displacement of the overlayer from registry, and let its natural lattice constant be b(1+δ) on a substrate of period b. I take zero temperature, a rigid substrate and isotropic elasticity with two-dimensional Lamé moduli λ and μ. The energy density is

e = (λ/2)(tr ε)² + μ ε:ε + V(u),  ε = s − δ·1,

where s is the symmetric part of ∇u. The formulas are classical and hold in atomic units or any other consistent set; for numbers I use eV and Å.

Since tr s = div u, we have tr ε = div u − 2δ and ε:ε = s:s − 2δ div u + 2δ². Therefore

e = (λ/2)(div u)² + μ s:s + V(u) − F div u + 2(λ+μ)δ²,  F = 2(λ+μ)δ.

The last term is the energy of the registered layer, u = 0, and I measure energies from it. The misfit now acts only through div u, whose integral is fixed by the displacement jumps across walls. For a given arrangement of walls, misfit pays for them without altering their internal structure.

**Q.** What does one wall cost, and when does it become free?

**A.** I need a potential. Let G₁, G₂, G₃ be the shortest substrate wavevectors, with sum zero and length G = 4π/(√3b), and take

V = V₀(3 − Σcos Gᵢ·u) + W(Σsin Gᵢ·u)².

There is one minimum per cell. At the maxima all three phases equal ±2π/3, so V = 4.5V₀ + 6.75W.

Consider a wall whose normal x is parallel to its jump b, with u = s(x) along b. The strain is uniaxial, so the elastic energy is (λ/2 + μ)s′² = ½Ks′² with K = λ + 2μ. One phase is zero and the others are ±2πs/b. The sines cancel, so the W term and its first derivatives vanish on this path, and

V = 2V₀[1 − cos(2πs/b)] = 4V₀ sin²(πs/b).

For an isolated wall the first integral is ½Ks′² = V. Hence

σ₀ = ∫₀ᵇ √(2KV) ds = √(8KV₀)·(2b/π) = (4√2 b/π)√(KV₀),

s′ = (b/πw) sin(πs/b),  w = (b/π)√(K/8V₀).

Sideways displacement is resisted: the transverse curvature of V at W = 0 is V₀G²[1 + ½cos(2πs/b)], which is positive all along the path, and a positive W can only add to it. Numerical minimization with both components of u free reproduces σ₀ to one part in 10⁵, for W = 0 and for W = 2V₀.

The misfit returns Fb per unit wall length, so the wall becomes free at

δc = σ₀/[2(λ+μ)b].

Take rough values in the regime of graphene on hexagonal boron nitride: λ = 3.5 and μ = 9.5 eV/Å², b = 2.5 Å, and a stacking maximum of 0.018 eV per cell at W = 0. Then K = 22.5 eV/Å² and V₀ = 7.39×10⁻⁴ eV/Å², so

w = (2.5/π)√[22.5/(8 × 7.39×10⁻⁴)] = 49 Å,

σ₀ = (4√2 × 2.5/π)√(22.5 × 7.39×10⁻⁴) = 0.58 eV/Å,

δc = 0.5805/(2 × 13 × 2.5) = 0.0089.

Turning the wall normal away from b by 10, 20 or 30 degrees raises the threshold by 0.5, 2.2 or 5.7 percent, so among these orientations the wall normal to b enters first.

**Q.** If only parallel walls were allowed, would they enter gradually?

**A.** Yes, because they repel. For a periodic array the first integral has a constant, ½Ks′² − V = C, which I write as C = 4V₀(1/k² − 1). With y = πs/b,

s′ = (b/πw)√(1/k² − cos²y),

l = ∫₀ᵇ ds/s′ = w∫₀^π dy/√(1/k² − cos²y) = 2wk 𝒦(k).

Here l is the period, and 𝒦 and ℰ are the complete elliptic integrals of the first and second kind with modulus k. Since V = ½Ks′² − C, the energy per wall without the drive is

eₛ = ∫(Ks′² − C)dx = J − Cl,  J = ∫₀ᵇ √[2K(V+C)] ds = σ₀ ℰ(k)/k.

Differentiating J gives dJ/dC = ∫ds/s′ = l, so deₛ = l dC − C dl − l dC = −C dl. Now minimize the energy density f = (eₛ − Fb)/l:

df/dl = [−Cl − (eₛ − Fb)]/l² = 0.

This gives eₛ − Fb = −Cl, and therefore

δ/δc = ℰ(k)/k,  f = −C.

Near threshold put k′² = 1 − k² ≪ 1. The standard expansions ℰ ≈ 1 + ½k′²[ln(4/k′) − ½], 1/k ≈ 1 + ½k′² and 𝒦 ≈ ln(4/k′) give

δ/δc − 1 ≈ ½k′²[ln(4/k′) + ½],  l ≈ 2w ln(4/k′).

The wall density 1/l starts from zero, though steeply. At relative excess misfits of 10⁻², 10⁻⁴ and 10⁻⁶ the period is 403, 651 and 891 Å: each factor of 100 adds roughly 5w.

**Q.** A honeycomb is made of the same walls. Why should it behave differently?

**A.** It has junctions. Let the honeycomb have period L. Its cell area is (√3/2)L² and each side has length L/√3. Six sides, each shared by two cells, give a wall length √3L per cell; six corners, each shared by three, give two junctions. Call the energy of one Y-junction Λ. When two walls cross and the crossing splits into two Y-junctions, the crossing energy is 2Λ, with wall length counted separately. The cell energy is

E = √3L(σ₀ − Fb) + 2Λ + short-range terms.

The drive does not change Λ. The mean gradient of u is b/L in both directions, so ∫div u over a cell is (2b/L)(√3/2)L² = √3Lb, which is just the wall length times b. Nothing is left over for the junctions.

Dividing by the area,

f = (2/L)[e(L) − Fb],  e(L) = σ₀ + 2Λ/(√3L) + r(L).

Here r(L) is the short-range part. Inside a domain the substrate pulls u back to its minimum, where V ≈ ½(8π²V₀/b²)u². A longitudinal disturbance then decays over √(Kb²/8π²V₀) = w, and a transverse one faster, since μ < K. The junction term falls only as 1/L and dominates at large L. Numerically, Λ extracted at L = 16w and at 20w agrees within 0.3 eV, both for W = 0 and for W = 2V₀.

**Q.** So how does the sign of Λ decide the transition?

**A.** The honeycomb matches the registered layer when Fb equals the minimum of e(L). Single walls become free when Fb = σ₀.

If Λ < 0, e(L) lies below σ₀ at large L and tends to σ₀ as L → ∞. Its minimum is therefore below σ₀ and at finite L. The honeycomb becomes favourable while an isolated wall still costs energy, and it must arrive with a finite density: a very dilute network would pay for long walls and gain too little from its few junctions. The transition is discontinuous. If some other network lies lower still, it only moves this event to a smaller misfit.

If Λ > 0, e(L) approaches σ₀ from above. Just past δc write Fb = σ₀ + g, with g small. For a dilute honeycomb

f ≈ −2g/L + 4Λ/(√3L²).

Setting df/dL = 2g/L² − 8Λ/(√3L³) = 0 gives L = 4Λ/(√3g) and f = −√3g²/(4Λ).

For stripes, C ≈ 4V₀k′² and g = σ₀(δ/δc − 1) ≈ ½σ₀k′²[ln(4/k′) + ½]. The definitions of σ₀ and w give σ₀ = 16V₀w, so

f = −C ≈ −g/{2w[ln(4/k′) + ½]} = −g/(l + w).

The stripe gain is linear in g apart from a logarithm; the honeycomb gain is quadratic. Stripes win near threshold, and they enter continuously.

This half of the rule carries a condition. A positive Λ controls e(L) at large L, but a dense network could in principle still dip below σ₀. That has to be checked for the potential at hand.

**Q.** Can you change the junctions and leave the walls alone?

**A.** That is the purpose of W. It leaves σ₀, w, δc and the elastic moduli unchanged, but raises the potential maxima that a junction has to pass over. The case W = 2V₀ is a hypothetical control with a stacking maximum of 0.072 eV per cell.

For W = 0, Λ = −10.8 eV. For W = 2V₀, the lowest state found has Λ = +16.4 eV; a minimization that keeps the full hexagonal symmetry stops at +22.9 eV, so the lower value belongs to a junction of lower symmetry and is itself an upper bound. The computed wall costs are

L/w = 4: e/σ₀ = 1.068 (W = 0), 1.279 (W = 2V₀)
L/w = 8: 0.957, 1.094
L/w = 12: 0.965, 1.071
L/w = 18: 0.976, 1.037

At W = 0 and L = 8w = 393 Å, the junction term alone gives 1 − 2 × 10.76/(√3 × 393 × 0.5805) = 0.946. The computed 0.957 is higher by 0.011, which is the short-range repulsion that stops the network from shrinking further. The minimum is 0.957 at L = 405 Å, or 40.5 nm. The honeycomb therefore appears at δ = 0.957 × 0.00893 = 0.0085, and the mean strain from registry jumps from zero to b/L = 2.5/405 = 0.006 in each direction. At 1.001, 1.1, 1.5 and 2.0 times δc it is still lower in energy than stripes.

In the control, all fifteen periods examined between 1.5w and 18w give e > σ₀. So do a network turned by 10 degrees and one stretched by a factor 1.3 (and compressed by the same factor across), both at L = 8w. Stripes enter at δc = 0.0089. The honeycomb overtakes them at about 1.4δc, where the stripe period is about 180 Å and the honeycomb period about 300 Å. The honeycomb energy is an upper bound, so the true crossing may lie at a smaller misfit. Between these two structures the change is discontinuous; intermediate networks were not examined.

One entry needs a caution. For W = 2V₀ and L = 12w the junction term predicts 1.055, but the listed value is 1.071, a larger excess than at 8w. The minimization had stopped in a higher local state: another random starting point gives 1.056, close to the prediction. Apart from small grid errors, each computed energy is an upper bound on the true minimum. That suffices to show that the honeycomb wins at W = 0, whereas for the control the scan is evidence and not a proof.

**Q.** Does the rule hold near Λ = 0, where a dense network might spoil it?

**A.** Λ changes sign at W = 0.36V₀. There the lowest honeycomb threshold found between 4w and 12w is 1.0005δc. In this model, then, no dense honeycomb was found below σ₀ at the border, and the change of sign and the change of first phase coincide within the resolution of the scan.

**Q.** How can a junction have negative energy at all? It passes over the worst stacking.

**A.** Λ is an excess over the walls that meet there, so it can have either sign. To see what lowers it, write a = ∂ₓuₓ, d = ∂ᵧuᵧ, p = ∂ᵧuₓ and q = ∂ₓuᵧ. Then

s:s = a² + d² + ½(p+q)²
 = (a+d)² − 2ad + ½(q−p)² + 2pq
 = (div u)² + ½(curl u)² − 2 det∇u.

The elastic energy density without the drive becomes

½K(div u)² + ½μ(curl u)² − 2μ det∇u.

The determinant is a total derivative, ad − pq = ∂ₓ(uₓ∂ᵧuᵧ) − ∂ᵧ(uₓ∂ₓuᵧ). Its integral over a honeycomb cell is the area of one substrate cell, (√3/2)b². It vanishes in a straight wall, where u varies in one direction only. The whole term therefore belongs to the junctions, and each receives

−(√3/2)μb² = −0.866 × 9.5 × 6.25 = −51.4 eV.

A junction is strained in two directions at once, and for strains of the same sign this term lowers the energy. The dilation, rotation and potential terms, less the energy of the straight walls, add 40.7 eV at W = 0 and leave −10.8 eV. The W term is nowhere negative and leaves σ₀ unchanged, so raising W can only raise Λ; here it eventually turns the sum positive.

**Q.** Then softening the layer in shear should also change the sign.

**A.** Yes, if K is held fixed so that σ₀ stays the same. At a minimum only the explicit dependence on μ contributes to the derivative, and with two junctions per cell

dΛ/dμ = −(√3/2)b² + ¼∫(curl u)² over a cell.

At L = 12w both this formula and direct differencing of minimized energies give −5.412 Å², while the topological part alone is −5.413 Å². Rotation hardly matters here. Lowering μ from 9.5 to 7.5 eV/Å², which makes μ/K = 1/3, should raise Λ by 10.8 eV. The computed Λ is 0.06 eV, zero within the numerical accuracy.

Further down, the walls themselves become the problem. At μ/K = 0.2 the straight line gives +16.3 eV, and a honeycomb relaxed from a symmetric start at L = 16w gives the same value. A random start, however, finds a lower state, for which the same subtraction gives +7.9 eV. At this ratio the stiffness of a straight wall against bending is slightly negative, about −0.01σ₀, so straight walls are unstable. The definition of Λ assumes straight walls, and the last number should not be read as a junction energy.

**Q.** May I now predict a honeycomb-first transition for graphene on boron nitride?

**A.** Not from the rigid-substrate result. The real misfit is roughly 0.018, about 2.0δc in this model, so an aligned, unstrained sheet would already be beyond either threshold. The model honeycomb there has a period of 140 Å, or 14 nm, close to the unrelaxed b/δ = 139 Å. Reaching the transition would require straining the misfit down to about half. The sheet is smaller than its substrate, so δ is negative; because V is even, reversing u covers that case.

The assumption that matters most is the rigid substrate. Treat the substrate as a stack of layers of spacing h = 3.3 Å, with in-plane stiffness K/h and interlayer shear modulus c₄₄, roughly 5 GPa. A surface displacement of wavenumber q decays into the stack as exp(−κz) with (K/h)q² = c₄₄κ², so the surface resists with stiffness c₄₄κ = q√(Kc₄₄/h). In series with the sheet's Kq² this gives

Kq²/[1 + q√(Kh/c₄₄)],

and the same form with μ for shear. The length √(Kh/c₄₄) is about 49 Å, as large as w, so the correction is not small. With this formula the wall energy falls from 0.58 to 0.48 eV/Å, and the ratio of honeycomb to single-wall threshold moves from 0.957 to 1.006 for periods between 4w and 12w, with the single-wall energy extrapolated to infinite spacing. But for q near 1/w the decay length 1/κ is only about one layer spacing, so a substrate treated as continuous in depth is too soft. Keeping the layers discrete gives a wall energy of 0.505 eV/Å and a ratio within about 0.1 percent of 1 at L = 12w. At longer periods the ratio to an isolated wall is below 1 in both versions. At L = 18w, 24w and 31w it is 0.993, 0.992 and 0.992 with discrete layers, and 0.996, 0.994 and 0.994 with the continuous formula. In these two models the honeycomb therefore still comes before single walls, but at a much longer period than on a rigid substrate, and its advantage at the periods computed is below one percent.

**Q.** And the other simplifications?

**A.** They move the rigid-substrate ratio much less. Unequal stacking maxima of 0.020 and 0.016 eV per cell give 0.960. Stretching the cell by 1.1 in one direction and compressing it by 1.1 in the other gives 0.958. Turning the network by 3 or 6 degrees at fixed period raises the ratio by only 0.005 or 0.02 percent, so the aligned honeycomb is favoured over these two, but very weakly.

At 300 K, walls that may not cross behave like free fermions in one dimension, with kT in place of ħ and the wall stiffness Γ in place of the mass. Filling states up to wavenumber π/l costs on average (kT)²(π/l)²/(6Γ) per unit wall length. With kT = 0.026 eV, Γ = 0.19 eV/Å and l = 405 Å this is about 3.5×10⁻⁸ eV/Å, against a honeycomb gain of (1 − 0.957)σ₀ = 0.025 eV/Å. Thermal wandering is negligible at this spacing. Close enough to a continuous threshold it is not, because a cost falling as 1/l² eventually exceeds the exponential repulsion between walls. The remaining values are in the numerical output.

Table of computed values

```
inputs (rough): lam 3.5, mu 9.5 eV/A^2; b 2.5 A
stacking maximum 0.018 eV per cell; real misfit 0.018
K = 22.50 eV/A^2; mu/K = 0.4222; V0 = 7.3901e-04 eV/A^2
wall width parameter w = 49.09 A
wall energy sigma0 = 0.5805 eV/A
single-wall threshold delta_c = 0.00893
wall tilt 10, 20, 30 deg: threshold/delta_c = [1.0052 1.0224 1.0571]
W/V0 = 0.00: maximum 0.0180 eV/cell, Lambda = -10.763 eV
W/V0 = 0.25: maximum 0.0247 eV/cell, Lambda = -2.624 eV
W/V0 = 0.50: maximum 0.0315 eV/cell, Lambda = 2.785 eV
W/V0 = 1.00: maximum 0.0450 eV/cell, Lambda = 9.173 eV
W/V0 = 2.00: maximum 0.0720 eV/cell, Lambda = 16.432 eV
Lambda = 0 at W/V0 = 0.357
  there: lowest honeycomb threshold/delta_c (L 4w-12w) = 1.00046
topological part of Lambda = -51.42 eV
dLambda/dmu at fixed K: minimization -5.4121 A^2
  formula -5.4121 A^2, topological part -5.4127 A^2
W = 0, mu/K = 0.333: Lambda = 0.060 eV
W = 0, mu/K = 0.200: Lambda = 7.886 eV
honeycomb wall cost e(L)/sigma0:  L/w, W=0, W=2V0
    4.0  1.06812  1.27941
    6.0  0.97121  1.14807
    8.0  0.95695  1.09407
   12.0  0.96451  1.07127
   18.0  0.97572  1.03695
W=0: honeycomb threshold = 0.00855 = 0.9569 delta_c
W=0: period at threshold = 405.3 A = 40.53 nm = 8.26 w
real misfit / delta_c = 2.016
W=0: period at real misfit = 139.9 A; unrelaxed b/misfit = 138.9 A
W=2V0: stripes at delta/delta_c-1 = 1e-02: period 402.8 A = 8.20 w
W=2V0: stripes at delta/delta_c-1 = 1e-04: period 650.6 A = 13.25 w
W=2V0: stripes at delta/delta_c-1 = 1e-06: period 891.2 A = 18.15 w
W=2V0: stripes to honeycomb at 0.01246 = 1.3953 delta_c
  stripe period 183.9 A, honeycomb period 300.7 A
neglected effects, W=0 (threshold ratio = honeycomb/single wall):
  network turned 5 deg: ratio 0.95686
  network turned 10 deg: ratio 0.95730
  cell stretched 1.1 by 1/1.1: ratio 0.95815
  soft substrate (c44 rough 5 GPa): wall energy 0.4776 eV/A, ratio 1.0052
  maxima 0.0201 and 0.0159 eV/cell: ratio 0.9599
  300 K: kT = 0.0259 eV; wall stiffness 0.1935 eV/A
  300 K wandering cost 3.46e-08 eV/A; honeycomb gain 2.50e-02 eV/A
  bending (rough 1.5 eV, 0.1 A ripple) / V0 = 5.2e-07
  peak wall strain from registry = 0.0162
```
